\section*{Geometric potential of an electron in a thin curved wire}

\section{A level that drops when the wire is bent}

An electron of effective mass $0.043\,m_e$ in a hard-walled channel of section $10\,\text{nm}\times10\,\text{nm}$ has a confinement energy of $87.45$ meV for each transverse direction. Bend the channel into a ring of axis radius $R=30$ nm, with section and material held fixed, and the lowest level falls by $0.2488$ meV. No force has been added and the walls are no further apart. The change in the level is nearly
\begin{equation}
V_g=-\frac{\hbar^2\kappa^2}{8m},\qquad \kappa=\frac1R ,
\label{eq:vg}
\end{equation}
which equals $-0.2461$ meV here. This appendix derives \eqref{eq:vg} for a general space curve, gives the first corrections, and sizes the effects that compete with it.

\paragraph{Assumptions.} The mass $m$ is isotropic and uniform. The wire axis is a smooth curve $\mathbf r(s)$ with arc length $s$, curvature $\kappa(s)$ and torsion $\tau(s)$. The electron is held by hard walls, where $\psi=0$, or by a potential that depends on the transverse position alone and is the same all along the wire. The section reaches a distance $a$ from the axis, with $\kappa a<1$, and does not twist in the frame defined below. The axis runs through the centroid of the transverse ground-state density. The result is the leading order for a thin wire: both $\kappa a$ and $ka$ must be small, where $k$ is the wave number along the axis.

\section{Coordinates that follow the wire}

Let $\mathbf T=\mathbf r'$ be the unit tangent. Choose two unit vectors orthogonal to it and to each other at one point, and carry them along by
\begin{equation}
\mathbf N_i'=-k_i\mathbf T,\qquad k_i=\mathbf N_i\cdot\mathbf T',\qquad i=1,2 .
\end{equation}
They stay orthogonal to $\mathbf T$, because $(\mathbf N_i\cdot\mathbf T)'=-k_i+k_i=0$. Their mutual products are then constant too, since $\mathbf N_i'$ is along $\mathbf T$. As $\mathbf T'$ is orthogonal to $\mathbf T$, we have $\mathbf T'=k_1\mathbf N_1+k_2\mathbf N_2$ and $\kappa^2=k_1^2+k_2^2$. This frame does not spin about the tangent.

A point in the wire is $\mathbf X=\mathbf r(s)+x\mathbf N_1+y\mathbf N_2$, so that
\begin{equation}
\partial_s\mathbf X=h\,\mathbf T,\qquad h=1-k_1x-k_2y,\qquad
dl^2=h^2ds^2+dx^2+dy^2 .
\end{equation}
The volume element is $h\,ds\,dx\,dy$, and $\kappa a<1$ keeps $h$ positive. The kinetic energy is $\hbar^2/2m$ times
\begin{equation}
\int h\left[\frac{|\partial_s\psi|^2}{h^2}+|\partial_x\psi|^2+|\partial_y\psi|^2\right]ds\,dx\,dy .
\label{eq:weak}
\end{equation}
Integrating by parts and dividing by the weight $h$ gives the Laplacian
\begin{equation}
\Delta\psi=\frac1h\left[\partial_s\!\left(\frac1h\partial_s\psi\right)+\partial_x(h\,\partial_x\psi)+\partial_y(h\,\partial_y\psi)\right].
\end{equation}

\section{Where the attraction comes from}

A one-dimensional equation needs a wave function with the ordinary norm. Set $\psi=\chi/\sqrt h$; then $\int|\psi|^2h\,ds\,dx\,dy=\int|\chi|^2ds\,dx\,dy$. The operator acting on $\chi$ is $\sqrt h\,\Delta\,h^{-1/2}$.

\paragraph{Transverse part.} First,
\begin{equation}
h\,\partial_x(h^{-1/2}\chi)=h^{1/2}\chi_x-\tfrac12h^{-1/2}h_x\chi .
\end{equation}
Differentiate once more. The two terms in $h_x\chi_x$ cancel, and $h_{xx}=0$ because $h$ is linear in $x$:
\begin{equation}
\partial_x\!\left[h\,\partial_x(h^{-1/2}\chi)\right]=h^{1/2}\chi_{xx}+\tfrac14h^{-3/2}h_x^2\chi .
\end{equation}
The remaining prefactor is $\sqrt h/h=h^{-1/2}$. Adding the same result for $y$, with $h_x=-k_1$ and $h_y=-k_2$, gives
\begin{equation}
\chi_{xx}+\chi_{yy}+\frac{\kappa^2}{4h^2}\chi .
\label{eq:trans}
\end{equation}
The Hamiltonian carries $-\hbar^2/2m$, so the last term is a potential $-\hbar^2\kappa^2/(8mh^2)$. The factor $8$ is the $4$ from the two square roots times the $2$ of the kinetic energy.

\paragraph{Longitudinal part.} Write $g=h^{-1/2}$. Then
\begin{align}
g\,\partial_s\!\left[g^2\partial_s(g\chi)\right]
&=g\,\partial_s\!\left[g^2g_s\chi+g^3\chi_s\right]\nonumber\\
&=g^4\chi_{ss}+4g^3g_s\chi_s+g\,(g^2g_s)_s\chi\nonumber\\
&=\partial_s\!\left(h^{-2}\chi_s\right)+g\,(g^2g_s)_s\chi .
\end{align}
Since $g^2g_s=-\tfrac12h^{-5/2}h_s$, the last coefficient is
\begin{equation}
g\,(g^2g_s)_s=-\frac{h_{ss}}{2h^3}+\frac{5h_s^2}{4h^4}.
\label{eq:long}
\end{equation}
For smooth $k_i(s)$, $h_{ss}$ is of order $a$ and $h_s^2$ of order $a^2$. Both vanish in the thin limit, whereas \eqref{eq:trans} keeps the finite term $\kappa^2/4$.

\paragraph{Projection.} Let $\varphi(x,y)$ be the normalized transverse ground state of the straight wire, with energy $E_\perp$. Insert $\chi=f(s)\varphi(x,y)$, multiply by $\varphi$ and integrate over the section. With $h\to1$,
\begin{equation}
-\frac{\hbar^2}{2m}f''-\frac{\hbar^2\kappa(s)^2}{8m}f=(E-E_\perp)f .
\label{eq:1d}
\end{equation}
Coupling to other transverse states comes from the variation of $h$ across the section. It is of order $a$ or smaller, while the transverse gaps grow as $a^{-2}$, so its second-order effect also vanishes. In the example the next width subband lies $262.3$ meV higher.

\paragraph{Meaning.} Take a planar ring whose section is symmetric about the axis, and use the straight-wire profile $\psi=\varphi$, independent of $s$, as a trial function in \eqref{eq:weak}. The part of $h$ linear in the transverse position averages to zero in the energy and in the norm, so the trial energy is $E_\perp$. This trial function is not an eigenfunction in the ring, so the true ground level must lie lower. The improved function is $\psi\simeq\varphi/\sqrt h$, larger on the inner side, where a step $ds$ covers less volume. The probability per unit $ds\,dx\,dy$ remains $|\varphi|^2$ to leading order.

\section{Checks in three dimensions}

The following levels come from diagonalizing the kinetic energy of helical wires, with the metric computed from the embedding of the helix in space. Energies are multiplied by $2m/\hbar^2$ and measured from $E_\perp$, in an arbitrary length unit. Equation \eqref{eq:1d} predicts $k^2-\kappa^2/4$ for wave number $k$ along the axis. For a disc of radius $0.03$:
\begin{center}
\begin{tabular}{ccccc}
$\kappa$ & $\tau$ & $k$ & diagonalization & formula\\
1 & 0 & 0 & $-0.2501$ & $-0.2500$\\
2 & 1.5 & 0 & $-1.0010$ & $-1.0000$\\
2 & 1.5 & 1.5 & $1.2517$ & $1.2500$
\end{tabular}
\end{center}
Torsion does not enter at this order for a disc.

The dependence on mass and radius was tested on a ring of width $10$ nm with finite walls of $500$ meV and the same mass inside and outside. For $m=0.03\,m_e$ and $R=30$ nm the shift is $-0.3604$ meV. Doubling the mass gives $-0.1795$ meV, and then doubling the radius gives $-0.0443$ meV. Equation \eqref{eq:vg} gives $-0.3528$, $-0.1764$ and $-0.0441$ meV. The scaling as $\kappa^2/m$ thus holds for soft walls too, with an excess of about 2\% at the smaller radius.

\section{Corrections and failures}

\paragraph{Finite width.} For a circular arc with no momentum along it, \eqref{eq:long} vanishes and the potential is $V_g/h^2$. Let $x$ lie in the plane of the bend, so that $h=1-\kappa x$ and $h^{-2}=1+2\kappa x+3\kappa^2x^2+\dots$. The centroid condition removes the linear term from the average, and
\begin{equation}
\Delta E\simeq V_g\left(1+3\kappa^2\langle x^2\rangle\right).
\label{eq:width}
\end{equation}
The next even term of the series, and the second-order effect of the linear term, are smaller than $V_g$ by a factor of order $(\kappa a)^4$. For hard walls a distance $w$ apart, $\varphi^2$ contributes $(2/w)\cos^2(\pi x/w)$ and
\begin{equation}
\langle x^2\rangle=\frac1w\int_{-w/2}^{w/2}x^2\left(1+\cos\frac{2\pi x}{w}\right)dx
=w^2\left(\frac1{12}-\frac1{2\pi^2}\right),
\end{equation}
where the cosine term follows from two integrations by parts.

\paragraph{Twisted sections.} Let a noncircular section turn at the rate $\omega$ relative to the frame. Then $\varphi$ depends on $s$ at fixed $x,y$, with $\partial_s\varphi=-\omega L\varphi$ and $L=x\partial_y-y\partial_x$. For real $\varphi$ the cross term between $f'\varphi$ and $\omega fL\varphi$ vanishes, because $\int\varphi L\varphi=\tfrac12\int L(\varphi^2)=0$ when $\varphi$ is zero on the boundary. What remains is a repulsive potential
\begin{equation}
V_t=\frac{\hbar^2\omega^2}{2m}C,\qquad C=\int(L\varphi)^2dx\,dy .
\end{equation}
For a rectangle, $\varphi=X(x)Y(y)$ and $L\varphi=xXY'-yX'Y$. With $\int xXX'dx=-\tfrac12$, and the same for $y$, the cross term of the square is $-\tfrac12$. Hence, for side ratio $\rho$,
\begin{equation}
C=\left(\frac{\pi^2}{12}-\frac12\right)\left(\rho^2+\rho^{-2}\right)-\frac12 .
\end{equation}
A straight square wire of half-side $0.03$ twisted at $\omega=2$ has the scaled shift $0.5788$ by diagonalization and $\omega^2C=0.5797$ by formula. A $3{:}2$ rectangle with half-sides $0.036$ and $0.024$, fixed to the principal normal of a helix with $\kappa=1$ and $\tau=2$, twists at the rate $\tau$. It gives $1.2263$ against $1.2255$. In both cases the net effect is repulsive.

\paragraph{Other walls.} If the walls impose zero normal derivative instead of $\psi=0$, a constant $\psi$ satisfies the boundary condition and has zero energy for every $\kappa$. The lowest level then does not move. In terms of $\chi=\sqrt h\,\psi$ the boundary condition itself depends on curvature, and its contribution cancels \eqref{eq:trans}.

\paragraph{A different mass in the barrier.} Let $\beta(x)=1/m(x)$ and take a planar arc with no momentum along it. Put $\psi=\chi/\sqrt h$ in $\tfrac12\hbar^2\int h\beta|\partial_x\psi|^2dx$ and integrate the cross term by parts. The result is
\begin{equation}
\frac{\hbar^2}{2}\int\left[\beta\chi_x^2-\frac{\beta h_x^2}{4h^2}\chi^2+\frac{\beta_xh_x}{2h}\chi^2\right]dx .
\end{equation}
The last term acts at the interfaces and is absent for equal masses. The middle term is weakened wherever the wave function enters a barrier of heavier mass. The interface term also shifts the level in proportion to $\kappa^2$, so its relative effect does not vanish for a gentle bend. Equation \eqref{eq:vg} with the channel mass is then only an estimate at any radius, and the radial problem should be solved directly.

\section{Worked example: a U-turn in an InGaAs channel}

The channel has side $w=10$ nm and turns through $180^\circ$ at $R=30$ nm between straight leads. Rough typical values are $m=0.043\,m_e$ and a band gap of $740$ meV. With $\hbar^2/2m_e=38.100$ meV nm$^2$,
\begin{equation}
V_g=-\frac{38.100}{4\times0.043\times30^2}\ \text{meV}=-0.2461\ \text{meV},
\end{equation}
or $2.86$ K in magnitude when divided by Boltzmann's constant. The mean square distance is $\langle x^2\rangle=3.267$ nm$^2$, so \eqref{eq:width} gives
\begin{equation}
-0.2461\left(1+\frac{3\times3.267}{900}\right)\text{meV}=-0.2488\ \text{meV}.
\end{equation}
The hard-wall ring solved with Bessel functions gives the same $-0.2488$ meV, which is the drop quoted at the start.

\paragraph{Bound state.} In \eqref{eq:1d} a bend of angle $\theta$ is a square well of depth $|V_g|$ and half-length $\ell=R\theta/2$. The even state is $\cos Ks$ inside and decays as $e^{-q|s|}$ outside, with $K^2+q^2=\kappa^2/4$. Matching $f'/f$ at the edge gives $K\tan K\ell=q$. With $z=K\ell$,
\begin{equation}
z\tan z=\sqrt{z_0^2-z^2},\qquad z_0=\frac{\kappa\ell}{2}=\frac\theta4,\qquad
\frac{E_b}{|V_g|}=1-\frac{z^2}{z_0^2}.
\end{equation}
The left side rises from zero and the right side falls from $z_0$ to zero, so there is a solution for every $\theta>0$ in this model. The fraction depends on the angle alone. For small $\theta$, $z\tan z\simeq z_0^2$ and $E_b\simeq|V_g|\theta^2/16$, provided the bend length $R\theta$ is still much greater than the width of the wire.

For $\theta=\pi$, $z_0=0.7854$ and $z=0.6332$. The fraction is $0.3501$ and the binding energy is $0.0862$ meV, or $1.00$ K. The decay length is $1/q=2R/\sqrt{0.3501}\simeq101$ nm, so the leads must be straight and uniform over more than this distance.

Here the curvature jumps at the ends of the bend, where the expansion in smooth $h$ does not apply. The form \eqref{eq:weak} remains valid. Solving the full two-dimensional bend with it gives the fraction $0.3490$ for $w/R=0.05$ and $0.3460$ for the example's $w/R=1/3$. The thin-wire value is therefore 1.2\% too high for the example, whose binding energy becomes $0.0852$ meV. The width correction \eqref{eq:width} alone would deepen the well, so it does not account for this reduction.

\section{What a real channel does to the number}

InGaAs is used as a transistor channel material, and the mass and gap above are of the usual size. The bend is the unusual part: transistor channels are normally straight, and $30$ nm is a tight radius chosen to make the effect large. The bend must be formed without flexing the crystal, for instance by etching. Mechanical bending would strain the surface by $w/2R=16.7\%$, far beyond what such a crystal bears.

\begin{itemize}
\item \emph{Width errors.} Between hard walls the confinement energy varies as $w^{-2}$. Narrowing the channel by $0.29$ nm, about one atomic layer, raises it by $5.30$ meV. An error of $0.014$ nm already matches $|V_g|$. A finite barrier, as below, makes the level less sensitive to the width.
\item \emph{Residual strain.} A strain of $0.1\%$ with a rough deformation potential of $7$ eV shifts the band edge by $7.0$ meV. If uniform along the wire, it adds a constant; if tied to the bend, it masks $V_g$.
\item \emph{Temperature and filling.} The thermal energy is $25.85$ meV at $300$ K and $0.362$ meV at $4.2$ K, both above $|V_g|$. With two spin states, the Fermi energy reaches $|V_g|$ at $k_F=1/2R$, a density $1/(\pi R)=1.06\times10^5$ cm$^{-1}$. For comparison, a sheet density of $10^{12}$ cm$^{-2}$ over a $10$ nm width is $10^6$ cm$^{-1}$.
\item \emph{Stray field.} A field of $4.1\times10^{-5}$ MV/cm drops $|V_g|$ across the $60$ nm between the arm axes.
\item \emph{Nonparabolic band.} Suppose the energy obeys $E(1+E/E_g)=\gamma$, with $\gamma$ the parabolic energy and $E_g$ the gap. A small change of $\gamma$ is then reduced by $(1+4\gamma/E_g)^{-1/2}$. For $\gamma=2\times87.45$ meV the factor is $0.717$, and $V_g$ becomes $-0.18$ meV.
\item \emph{Finite barrier.} With a barrier of $500$ meV and barrier mass $0.075\,m_e$, both rough, and the two transverse directions treated as independent, the confinement energy falls to $48.04$ meV per direction and the bend shift to $-0.2012$ meV. This change and the preceding one were computed separately and should not simply be multiplied.
\item \emph{Tunnelling between the arms.} Across the $50$ nm gap the barrier factor is about $10^{-39}$, which is negligible.
\item \emph{Rashba coupling.} A rough strength of $10$ meV nm has the energy scale $0.028$ meV, a third of the binding energy. The spin problem in the bend is not treated here.
\end{itemize}

Silicon breaks the assumption of isotropic mass. Take rough masses $0.19$ and $0.92\,m_e$, crystal axes fixed in space, and a valley whose heavy axis lies in the plane of the bend. Its confinement energy for a $10$ nm width changes by up to $15.70$ meV as the wall normal turns from one principal axis to the other. The geometric term at $0.19\,m_e$ and $R=30$ nm is $0.0557$ meV. For such a valley, a one-dimensional model must include the variation of $E_\perp(s)$ first. If the bend lies in the (001) plane, the valleys along [001] have the same mass $0.19\,m_e$ in every direction of that plane, and their $E_\perp$ does not change with the direction of the wall.

\section{Using the result in a solver}

Add $V_g(s)$ to a one-dimensional equation along the arc length when the transverse motion has been projected out. Do not add it to a solver that resolves the bent section in two or three dimensions, because the kinetic operator there already contains it. Include $E_\perp(s)$ wherever width, composition, strain or wall orientation varies, and $V_t$ wherever a noncircular section twists. Use \eqref{eq:width} to judge whether a wire of constant curvature is thin enough for an electron with no momentum along it. For a moving electron the factor $h^{-2}$ in the longitudinal term adds about $3\kappa^2\langle x^2\rangle\,\hbar^2k^2/2m$. Relative to $|V_g|$ this is $12k^2\langle x^2\rangle$, whatever the bend radius. In the example, a density of $10^6$ cm$^{-1}$ gives $k_F=0.157$ nm$^{-1}$ and a ratio of $0.97$. The part of $h^{-2}$ linear in $x$ mixes in higher transverse states and lowers the energy in proportion to $k^4\kappa^2$, which reduces the ratio to about $0.86$; terms of higher order in $\kappa$ bring it to about $0.87$ for the hard-wall ring at $R=30$ nm. Most of $V_g$ is still cancelled at the Fermi level. Nor does \eqref{eq:width} cover the abrupt ends of a bend: for the U-turn with $w/R=0.05$ it gives a correction of about $0.02\%$ to $V_g$, while the binding fraction found in two dimensions differs from the thin-wire value by $0.3\%$. The complete numerical output follows this text.

\section*{Table of computed values}
\begin{verbatim}
Helical wires: shift times 2m/hbar^2, numerical and formula
 disc, planar ring: kappa=1 tau=0 k=0: -0.2501, -0.2500
 disc, helix: kappa=2 tau=1.5 k=0: -1.0010, -1.0000
 disc, helix, moving: kappa=2 tau=1.5 k=1.5: 1.2517, 1.2500
 square, twisted straight: kappa=0 tau=2 k=0: 0.5788, 0.5797
 rectangle 3:2, helix: kappa=1 tau=2 k=0: 1.2263, 1.2255
Finite walls, equal masses: numerical shift and -hbar^2/(8 m R^2)
 m=0.03 m_e, R=30 nm: -0.3604, -0.3528 meV
 m=0.06 m_e, R=30 nm: -0.1795, -0.1764 meV
 m=0.06 m_e, R=60 nm: -0.0443, -0.0441 meV
hbar^2/(2 m_e) = 38.100 meV nm^2
Section side 10 nm, bend radius 30 nm, turn 180 deg
Effective mass 0.043 m_e, band gap 740 meV (rough)
Confinement energy per direction = 87.45 meV
Gap to next width subband = 262.3 meV
Geometric potential V_g = -0.2461 meV = -2.86 K
Mean square distance from axis = 3.267 nm^2
V_g with width correction = -0.2488 meV
Bessel shift of hard-wall ring = -0.2488 meV
Well strength z0 = 0.7854, root z = 0.6332
Binding/|V_g|: thin-wire formula = 0.3501
Binding/|V_g|: 2D bend, w/R=0.05 = 0.3490
Binding/|V_g|: 2D bend, w/R=1/3 = 0.3460
Binding energy, formula = 0.0862 meV = 1.00 K
Binding energy, 2D bend = 0.0852 meV
Thermal energy: 300 K 25.85, 4.2 K 0.362 meV
Density with Fermi energy |V_g| = 1.061e+05 per cm
Shift if width shrinks by 0.29 nm = 5.30 meV
Width error worth |V_g| = 0.0141 nm
Field dropping |V_g| over 2R = 4.10e-05 MV/cm
Nonparabolic factor on V_g = 0.717, V_g -> -0.1765 meV
Barrier 500 meV, barrier mass 0.075 m_e (rough)
Finite-barrier confinement energy = 48.04 meV per direction
Bend shift with finite barrier = -0.2012 meV
Tunnelling between arms, gap 50 nm: log10 = -38.7
Rashba coupling 10 meV nm (rough): 0.0282 meV
Residual strain 0.1 %, potential 7 eV (rough): 7.0 meV
Surface strain if bent mechanically = 16.7 %
Silicon masses 0.19, 0.92 m_e (rough): confinement energy
 changes with wall direction by up to 15.70 meV
 while hbar^2/(8 m R^2) at 0.19 m_e = 0.0557 meV
\end{verbatim}
